# Gaussian-process elastic bands with a final physical-force test

An atom crossing a dense oxide or nitride barrier layer spends most of its time in a well between its neighbours. To hop, it must squeeze through a gap that opens as those neighbours give way. The hop rate depends exponentially on the energy of the pass, so a diffusion calculation needs the saddle point between two known wells. Each trial geometry requires an energy and a set of forces, and when these come from an electronic-structure calculation, the number of calls sets the cost. How can most of the calls be avoided without the answer resting on a guess?

## The direct band and what it costs

Let $E(\mathbf R)$ be the energy, $\mathbf g=\nabla E$ its gradient and $\mathbf F=-\mathbf g$ the force. An elastic band is a chain of images $\mathbf R_0,\dots,\mathbf R_{M+1}$ whose ends are fixed at relaxed minima. On a minimum-energy path the force has no component perpendicular to the path. With a unit tangent $\boldsymbol\tau_i$, each ordinary image is therefore moved by

$$
\mathbf F_i^{\rm band}=\mathbf F_i-(\mathbf F_i\cdot\boldsymbol\tau_i)\boldsymbol\tau_i+\kappa\left(|\mathbf R_{i+1}-\mathbf R_i|-|\mathbf R_i-\mathbf R_{i-1}|\right)\boldsymbol\tau_i .
$$

The spring term acts along the tangent. It spaces the images and does not pull them off the path.

The tangent is a weighted sum of the two adjoining segments, normalized to unit length. Where the energy rises or falls steadily along the band, the segment leading to the higher neighbour is used alone. At an energy maximum or minimum of the chain both segments enter. Their weights are the larger and the smaller of the two energy differences $|E_{i\pm1}-E_i|$, and the larger weight goes to the segment on the side of the higher neighbour.

The highest image is made to climb, with force

$$
\mathbf F^{\rm climb}=\mathbf F-2(\mathbf F\cdot\boldsymbol\tau)\boldsymbol\tau .
$$

To see why this works, take a displacement $\xi$ from the saddle along an unstable mode of curvature $-|\lambda|$, with $\boldsymbol\tau$ along that mode. The force is $-(-|\lambda|)\xi=+|\lambda|\xi$, which drives the image away. Reversing it gives $-|\lambda|\xi$, which restores the image to the saddle. Forces perpendicular to $\boldsymbol\tau$ are unchanged and were restoring already. The argument needs a tangent close to the unstable mode.

Every sweep of this method costs $M$ calls. Steepest descent throws away the information from earlier sweeps, and a quasi-Newton optimizer keeps only an estimate of the curvature. The obvious remedy is to fit a smooth surface to all the data, relax the band on the fit and report its saddle.

## Why a converged fit is not an answer

The remedy can be tried on a model hop. Let $x$ be the hop coordinate, $y$ a sideways displacement and $q$ the opening of the gate:

$$
E=f(x)+\tfrac12k_y[y-h_y(x)]^2+\tfrac12k_q[q-h_q(x)]^2,
$$

$$
f=B\left(\frac{x^2}{a^2}-1\right)^2+sx,\qquad h_y=b\left(1-\frac{x^2}{a^2}\right),\qquad h_q=c_q e^{-x^2/2w^2}.
$$

The round parameters are $B=0.8$ eV, $a=1.2$ Å, $s=0.1$ eV/Å, $b=0.6$ Å, $c_q=0.3$ Å, $w=0.5$ Å, $k_y=6$ eV/Å² and $k_q=8$ eV/Å². They represent no particular material. Seven movable images, joined by springs with $\kappa=5$ eV/Å², start on the straight line between the wells.

After six physical calls, a fit of the kind derived below gave a band whose largest band force on the fitted surface, springs included, was 0.002 eV/Å. On the physical surface the same band had a residual of 1.26 eV/Å. The relaxation had succeeded on the wrong surface. In all, ten rounds of the search were converged on the fit while failing a physical tolerance of 0.01 eV/Å.

Two things are missing: an estimate of where the fit is ignorant, and a verdict that does not come from the fit.

## A surrogate that knows energies and forces

A Gaussian process supplies the estimate. Before any data are seen, energies at two geometries are taken to be jointly Gaussian with zero mean and covariance

$$
\operatorname{cov}(E,E')=\sigma^2(c+k),\qquad k=e^{-|\mathbf d|^2/2\ell^2},\qquad \mathbf d=\mathbf R-\mathbf R'.
$$

Here $\ell$ is the distance over which energies are correlated and $\sigma$ is an energy scale. The constant $c=10$ leaves the overall energy level loosely determined. Energies are measured from the reactant.

One call returns one energy and $D$ gradient components, so the gradients should be used as well. Differentiation is linear, and derivatives of the covariance give the missing blocks. Since $\partial d_j/\partial R'_j=-1$, the exponent has derivative $+d_j/\ell^2$ with respect to $R'_j$ and $-d_j/\ell^2$ with respect to $R_j$. Hence

$$
\operatorname{cov}(E,g'_j)=\sigma^2k\frac{d_j}{\ell^2},\qquad
\operatorname{cov}(g_i,E')=-\sigma^2k\frac{d_i}{\ell^2}.
$$

Differentiating the first expression with respect to $R_i$ acts on both $k$ and $d_j$:

$$
\operatorname{cov}(g_i,g'_j)=\sigma^2\left[-k\frac{d_i}{\ell^2}\frac{d_j}{\ell^2}+k\frac{\delta_{ij}}{\ell^2}\right]
=\sigma^2k\left(\frac{\delta_{ij}}{\ell^2}-\frac{d_id_j}{\ell^4}\right).
$$

These are covariances of gradients. A covariance between an energy and a force has the opposite sign.

Collect all measured energies and gradients in a vector $\mathbf y$ with covariance $\sigma^2K$. Let $\mathbf z$ hold the unknown energy and gradient at a new geometry, with covariance $\sigma^2K_{**}$ and cross-covariance $\operatorname{cov}(\mathbf z,\mathbf y)=\sigma^2K_*$. Define $\mathbf r=\mathbf z-K_*K^{-1}\mathbf y$. Then

$$
\operatorname{cov}(\mathbf r,\mathbf y)=\sigma^2(K_*-K_*K^{-1}K)=0 .
$$

Jointly Gaussian variables with zero covariance are independent, so learning $\mathbf y$ says nothing about $\mathbf r$. The prediction for $\mathbf z$ therefore has

$$
\text{mean}=K_*K^{-1}\mathbf y,\qquad
\text{covariance}=\sigma^2\left(K_{**}-K_*K^{-1}K_*^{T}\right).
$$

The second result is the covariance of $\mathbf r$: its two cross terms each contribute $-K_*K^{-1}K_*^T$ and its quadratic term contributes $+K_*K^{-1}K_*^T$. The weights $K^{-1}\mathbf y$ do not depend on the new geometry, and the gradient rows of $K_*$ are derivatives of its energy row. The predicted gradient is thus the derivative of the predicted energy, and the band moves on a genuine surface.

A term $\eta=10^{-8}$, in the units of each diagonal entry, is added to the diagonal of $K$ for numerical stability. It acts like independent measurement noise with a standard deviation of $10^{-4}\sigma$ in each energy and $10^{-4}\sigma$ per Å in each gradient component, so the surrogate passes very near the data, not through them.

The scales come from the data. For $n$ scalar data the log-likelihood is

$$
\mathcal L=-\frac{\mathbf y^TK^{-1}\mathbf y}{2\sigma^2}-\frac n2\ln\sigma^2-\frac12\ln\det K+\text{constant}.
$$

Setting its derivative with respect to $\sigma^2$ to zero gives

$$
\frac{\mathbf y^TK^{-1}\mathbf y}{2\sigma^4}-\frac{n}{2\sigma^2}=0
\quad\Longrightarrow\quad
\sigma^2=\frac{\mathbf y^TK^{-1}\mathbf y}{n}.
$$

With this value the first term of $\mathcal L$ becomes the constant $-n/2$. What remains, $-\tfrac n2\ln\sigma^2-\tfrac12\ln\det K$, depends on $\ell$ alone and is maximized over a grid from 0.4 to 2.0 Å.

The kernel blocks were tested against finite differences, the conditioning formulas against the inverse of a joint covariance matrix, and $\sigma^2$ against direct maximization of the likelihood.

## Where to spend the next call

Convergence is judged by forces, so the uncertainty should be a force too. For image $i$ define

$$
u_i=\left[\operatorname{tr}\operatorname{Cov}(\mathbf g_i)\right]^{1/2}.
$$

The trace is the sum of the variances of the components. Under the model, $u_i$ is therefore the root-mean-square length of the force error.

Its link to the band residual follows from the projector $P=1-\boldsymbol\tau\boldsymbol\tau^T$. For a fixed tangent,

$$
P\mathbf F_{\rm phys}=P\mathbf F_{\rm model}+P(\mathbf F_{\rm phys}-\mathbf F_{\rm model}),
$$

$$
|P\mathbf F_{\rm phys}|\le|P\mathbf F_{\rm model}|+|\mathbf F_{\rm phys}-\mathbf F_{\rm model}|,
$$

because a projection cannot lengthen a vector. For the climbing image the whole force must vanish, and the same inequality holds with $P$ replaced by the identity. Once the surrogate band is relaxed, the first term is small and the force error dominates the bound. The next call therefore goes to the image with the largest $u_i$.

Two limits show how $u$ behaves. Far from all data $k\to0$, so the gradient rows of $K_*$ vanish. The predicted force is then zero, and each component keeps its prior variance $\sigma^2/\ell^2$:

$$
u\to\sqrt D\,\frac{\sigma}{\ell}.
$$

A band that wanders into such a region feels no restoring force from the surrogate. For this reason a round of relaxation stops before any image moves more than 0.3 Å from where it began the round.

At a geometry already called, a component with prior variance $\sigma^2v$ and noise variance $\sigma^2\eta$ is left with variance $\sigma^2v\eta/(v+\eta)\le\sigma^2\eta$. Further data cannot raise it while $\sigma$ and $\ell$ are fixed. Thus $u\le\sqrt{3\eta}\,\sigma\approx1.7\times10^{-4}\sigma$ for $D=3$, and a call removes nearly all the uncertainty at its own location.

There is a weakness in this estimate. At fixed $\sigma$ and $\ell$ the predicted covariance depends on where the calls were made and not on what they returned. At a given geometry, a surprising force can therefore raise $u$ only through the refitted scales, although it can also move an image to a place where $u$ is larger. If the surface has a kink, for instance where two electronic states cross, a smooth kernel can be confidently wrong. The number $u$ is an estimate under the model and not a bound.

## Letting the physical surface decide

The search now has a definite order. It starts with calls at both ends and at the middle image. Each round fits the surrogate, relaxes the band on it and calls the most uncertain image. Climbing is switched on when the largest $u_i$ at the start of a round is below 0.2 eV/Å, since an early surrogate may have no meaningful maximum to climb.

When climbing is on and every $u_i$ of the relaxed band is below 0.02 eV/Å, the physical surface is called at all seven images without moving any of them. The band is accepted if

$$
\max\left(|P\mathbf F_i|,\ |\mathbf F_{\rm climb}|\right)<0.01\ \text{eV/Å},
$$

where $\mathbf F_{\rm climb}$ is the unreversed physical force on the climbing image, and the tangents are built from physical energies. The band must stay still because each tangent depends on its neighbours; forces gathered from successive versions of the band would not test any one of them. If the test fails, the seven results join the data and the search continues.

The gate of 0.02 eV/Å is looser than the tolerance. This is harmless to correctness, because the gate decides when to pay for the test and not whether it is passed. A looser gate risks failed tests, and a tighter one may spend single calls that were not needed.

## What happened in the example

| Round | Calls before | Largest $u$ | Model residual | Physical residual |
|---:|---:|---:|---:|---:|
| 1 | 3 | 1.43 | 4.35 | 2.94 |
| 4 | 6 | 1.30 | 0.002 | 1.26 |
| 9 | 11 | 0.079 | 0.002 | 0.080 |
| 12 | 14 | 0.028 | 0.002 | 0.021 |
| 14 | 16 | 0.011 | 0.002 | 0.008 |

The last three columns are in eV/Å and refer to the band after relaxation. The model residual includes the spring force; the physical residual does not. Physical residuals before the final test were computed for diagnosis and were not given to the search.

From round 4 onward the model residual says nothing about progress, while $u$ follows the physical residual in size. The decrease is not steady: $u$ rose from 0.57 to 0.65 eV/Å between rounds 5 and 6. The band had moved and the scales had been refitted, and the output does not separate these causes. At all 13 singly called images the actual force error was at most $2u$. That is encouraging for this smooth surface, but it is too small and too correlated a sample to establish calibration.

The first full test passed, with a largest residual of 0.0079 eV/Å, found on the climbing image. The count is $3+13+7=23$ calls.

## From a small force to a certified barrier

A small force on the climbing image suggests a stationary point nearby, but does not show which kind. Central differences of physical gradients, at six further calls, gave Hessian eigenvalues of $-2.22$, $6.01$ and $8.02$ eV/Å². One negative value identifies a first-order saddle.

The Hessian also converts the remaining force into a barrier error. Let $\boldsymbol\delta$ be the displacement from the saddle. To leading order $\mathbf g=H\boldsymbol\delta$, so

$$
E-E_s\simeq\tfrac12\boldsymbol\delta^TH\boldsymbol\delta
=\tfrac12\mathbf g^TH^{-1}\mathbf g=\sum_m\frac{g_m^2}{2\lambda_m},
$$

where $g_m$ is the component along eigenvector $m$. Replacing every $|\lambda_m|$ by the smallest gives

$$
|E-E_s|\lesssim\frac{|\mathbf g|^2}{2|\lambda|_{\min}}
=\frac{(0.00791)^2}{2(2.217)}\ \text{eV}\approx1.4\times10^{-5}\ \text{eV}.
$$

The model permits an independent check. Setting $\partial E/\partial y=\partial E/\partial q=0$ gives $y=h_y$ and $q=h_q$. The remaining condition is then $f'(x)=0$:

$$
\frac{4B}{a^4}x^3-\frac{4B}{a^2}x+s=0 .
$$

Its middle root is $x_s=0.0451$ Å, and the reactant lies at $x_r=-1.2219$ Å. The quadratic terms vanish at both points, so the barrier is

$$
f(x_s)-f(x_r)\approx0.8023-(-0.1211)=0.9234\ \text{eV}.
$$

The band also gives 0.9234 eV, or 89.09 kJ/mol. Its error relative to the root of the cubic is $4\times10^{-6}$ eV, within the estimate. The reverse barrier is 0.6834 eV.

The error is positive, although the unstable mode contributes negatively to the sum over $m$. The stiff modes must therefore outweigh it. The coordinates agree: the largest displacement of the climbing image from the saddle is in $q$, about $-0.0009$ Å, and the restoring force, $-k_q$ times this, is about $+0.007$ eV/Å, most of the remaining force.

The rest of the band carries a different error, because its tangents come from finite segments. Steepest-descent trajectories started on either side of the saddle reached the two wells. The largest distance of a movable image from them was 0.014 Å with seven images and 0.008 Å in a direct band with fifteen. In this model the cubic accounts for every stationary point, so there is no other pass. A surface from an electronic-structure calculation offers no such reduction. There, neither the Hessian nor the descent trajectories exclude a lower pass elsewhere, and searches from other starting paths are needed.

## What was saved

A direct band on the physical surface, moved by capped steepest descent and stopped by the same force test, needed 100 calls: two for the ends and 14 sweeps of seven. The ratio to the surrogate search is $100/23\approx4.3$. It belongs to this one run. In the first round the three data lie evenly spaced on a line and the band takes a single mirror-symmetric step, so the largest $u$ is shared by two mirror images and the choice between them is settled at the level of rounding. A run that differs only at that level can take 29 calls, with one failed full test, and gates between 0.01 and 0.1 eV/Å give counts between 23 and 29. Relaxing the end points is excluded from both counts. The direct result is the best of four step lengths, and it is not the best possible: a slightly longer step needs 93 calls, and a limited-memory quasi-Newton optimizer about 65. Against that baseline the saving is a factor between 2 and 3.

Calling the images in cyclic order, with the same uncertainty gate, took 25 calls. In this example, then, most of the saving comes from reusing data in a surrogate. The difference of two calls is too small to rank the two selection rules, since the count for the uncertainty rule alone varies by more than that. The uncertainty still serves to decide when the full test is worth making.

Fewer calls need not mean a shorter wait. If nine calls can run at once, the direct band takes 14 successive batches: the two end points and seven images in the first, and seven images in each of the others. The surrogate search takes one initial batch, 13 single calls and one final batch, or 15 in succession. Its advantage here is in total computing work, and a parallel version would have to choose several informative images per round.

The fit has a cost of its own. After $N$ calls, $K$ has $N(D+1)$ rows, and its dense factorization scales as the cube of that number. The last fit here had $16\times4=64$ rows, which is trivial. With hundreds of moving atoms the matrix grows quickly, and the scheme saves computing work only while the physical calls it avoids cost more than all the fits and the relaxations made on them. The numerical output lists twelve of the fourteen rounds.

## Numbers as computed

```
B=0.8 eV, a=1.2 A, tilt=0.1 eV/A, bow=0.6 A
gate opening=0.3 A, gate width=0.5 A
k_y=6.0, k_q=8.0, band spring=5.0 eV/A^2
movable images=7, physical tolerance=0.01 eV/A
surrogate tolerance=0.002 eV/A
uncertainty gate=0.02, climb gate=0.2 eV/A
descent step=0.05 A^2/eV, step cap=0.2 A
round displacement cap=0.3 A
GP offset=10.0, scaled diagonal term=1e-08
length-scale grid=0.4 to 2.0 A, 17 values
reactant x,y,q (A): [-1.2219 -0.0221  0.0151]
product x,y,q (A): [1.1768 0.0229 0.0188]
round calls climb ell(A) max_u model_res true_res (eV/A)
  1   3 0 0.598 1.43175 4.35436 2.94061
  2   4 0 0.661 1.53292 3.29868 1.84451
  3   5 0 0.731 1.34760 0.71807 1.21416
  4   6 0 0.661 1.30284 0.00200 1.26028
  5   7 0 0.731 0.56580 0.00193 0.32482
  6   8 0 0.661 0.65484 0.00182 0.69517
  8  10 1 0.731 0.20757 0.00192 0.12241
  9  11 1 0.731 0.07900 0.00187 0.07971
 10  12 1 0.661 0.08524 0.00187 0.11488
 11  13 1 0.661 0.04449 0.00153 0.04280
 12  14 1 0.661 0.02825 0.00176 0.02144
 14  16 1 0.661 0.01056 0.00179 0.00791
rounds=14, full physical tests=1
model-converged but physically failed rounds=10
first such round=4: model=0.00200, physical=1.26028 eV/A
single calls=13, force error <= 2u in 13
image x(A) y(A) q(A) energy(eV) physical_residual(eV/A)
1 -0.9778 0.2587 0.0635 0.12489 0.00125
2 -0.6723 0.4575 0.1531 0.44079 0.00561
3 -0.3269 0.5660 0.2532 0.77488 0.00112
4 0.0448 0.5986 0.2979 0.92336 0.00791
5 0.3735 0.5549 0.2399 0.81215 0.00078
6 0.6792 0.4492 0.1462 0.56664 0.00336
7 0.9522 0.2696 0.0650 0.33381 0.00109
largest final physical residual=0.00791 eV/A
reference saddle x,y,q (A): [0.04506 0.59915 0.29878]
climber distance from saddle=0.001068 A
Hessian eigenvalues (eV/A^2): [-2.2169  6.006   8.018 ]
barrier from band=0.923360 eV
barrier from cubic root=0.923356 eV
barrier error=4.02e-06 eV, estimate=1.41e-05 eV
barrier from band=89.091 kJ/mol
reverse barrier=0.683403 eV
path deviation: 7 images=0.0142 A, 15=0.0081 A
physical calls, uncertainty selection=23
physical calls, cyclic selection=25, converged=True
physical calls, direct band=100, best step=0.09 A^2/eV
direct/GP call ratio=4.35
extra gradient calls for Hessian=6
```
